# Stability of a negative-capacitance layer in series with a monolayer channel

## Result

A gate metal, a ferroelectric of thickness \(t\), an ordinary dielectric of capacitance \(C_d\) per area and a monolayer semiconductor stand in series. The monolayer is connected to a grounded source and holds an electron charge of magnitude \(Q\) per area. The ferroelectric obeys \(E=aD+bD^3\) with \(a<0<b\). At fixed gate voltage \(V\), a laterally uniform state is linearly stable against uniform fluctuations, so that small ones decay exponentially, if and only if

\[
S(Q)=t\,(a+3bQ^2)+\frac1{C_d}+\frac1{C_q(Q)}>0,\qquad C_q(Q)=N\left(1-e^{-Q/NT}\right). \tag{1}
\]

Here \(N\) is the density of states of the channel per area and \(T\) the temperature in energy units. Condition (1) holds at every bias if and only if \(t<t_c\), where

\[
t_c=\min_{3bQ^2<|a|}\ \frac{1/C_d+1/C_q(Q)}{|a|-3bQ^2}. \tag{2}
\]

For real stability this is necessary but not sufficient, because the polarization can also break up into domains. The second derivation below gives the condition at every lateral wavevector and returns (1) at long wavelength.

The algebra uses atomic units, with \(D\) defined as free charge per area, so that \(\varepsilon_0=1/4\pi\) and \(Q\) equals the electron density \(n\). The Landau law is written in \(D\), so any background polarization is absorbed into \(a\) and \(b\). Constant work-function offsets are absorbed in \(V\).

## First derivation: energy at fixed gate voltage

**The channel.** For a parabolic band of mass \(m\) and total degeneracy \(g\), the states per area below energy \(\epsilon\) number \(g\pi k^2/(2\pi)^2\) with \(k^2=2m\epsilon\). This equals \(gm\epsilon/2\pi\), so \(N=gm/2\pi\) is constant. With the chemical potential \(\mu\) measured from the band edge,

\[
n=\int_0^\infty\frac{N\,d\epsilon}{e^{(\epsilon-\mu)/T}+1}=NT\ln\left(1+e^{\mu/T}\right),\qquad
\frac{dn}{d\mu}=\frac{N}{1+e^{-\mu/T}} .
\]

Put \(x=n/NT\). The first relation gives \(e^{\mu/T}=e^x-1\), and therefore

\[
C_q=\frac{dn}{d\mu}=N\,\frac{e^{\mu/T}}{1+e^{\mu/T}}=N\,\frac{e^x-1}{e^x}=N\left(1-e^{-x}\right).
\]

When the channel is dilute, \(C_q\to n/T\). When it is degenerate, \(C_q\to N\).

**The energy.** Let all layers be uniform in the plane, with no charge trapped between them. Then \(D=Q\) in both insulators. The energy per area, including the work \(-VQ\) of the voltage source, is

\[
G(Q)=t\left(\frac{aQ^2}{2}+\frac{bQ^4}{4}\right)+\frac{Q^2}{2C_d}+F(Q)-VQ,\qquad F(Q)=\int_0^Q\mu(n)\,dn .
\]

Equilibrium requires \(G'=0\), which is the sum of the voltage drops:

\[
V(Q)=\mu(Q)+\frac{Q}{C_d}+t\,(aQ+bQ^3). \tag{3}
\]

The state is a strict minimum when \(G''>0\). Since \(d\mu/dQ=1/C_q\), differentiating once more gives \(G''=S(Q)\), which is (1). The same quantity is the slope \(dV/dQ\), so a stable state has positive total capacitance, even where \(3bQ^2<|a|\) and the ferroelectric contributes a negative term.

**All biases at once.** In terms of \(x\),

\[
\frac1{C_q}=\frac1{N(1-e^{-x})}=\frac1{2N}\left(1+\coth\frac x2\right).
\]

This is convex for \(x>0\), and \(3btQ^2\) is convex too. Hence \(S\) is strictly convex. It tends to \(+\infty\) as \(Q\to0\), through \(1/C_q\), and as \(Q\to\infty\), through \(3btQ^2\), so it has one minimum.

Writing \(a=-|a|\), the demand \(S>0\) reads \(t(|a|-3bQ^2)<1/C_d+1/C_q\). Where \(3bQ^2\ge|a|\) it holds for any \(t\). Elsewhere one may divide by the positive bracket, and requiring the result at each \(Q\) gives (2). The ratio in (2) diverges at both ends of its range, so the minimum is attained, at a charge \(Q_c\).

For \(t<t_c\), \(V(Q)\) rises strictly and each gate voltage has one state. This is still so at \(t=t_c\), where \(S(Q_c)=0\) but \(G\) keeps a minimum through its fourth-order term. For \(t>t_c\), \(S\) has two zeros \(Q_1<Q_2\), and the states between them are unstable. If the system follows its local minimum until that minimum disappears, it jumps at \(V(Q_1)\) on the upward sweep and at \(V(Q_2)\) on the downward sweep. The loop width is \(V(Q_1)-V(Q_2)\).

Because \(C_q<N\) and \(|a|-3bQ^2\le|a|\), equation (2) also gives

\[
t_c>\frac{1/C_d+1/N}{|a|}. \tag{4}
\]

**What stability leaves for switching.** The gate voltage needed per decade of density is \(dV/d\log_{10}n=\ln10\;Q\,S(Q)\). From (1),

\[
QS=T\,\frac{x}{1-e^{-x}}+\frac{Q}{C_d}-|a|tQ+3btQ^3 .
\]

Now \(x/(1-e^{-x})=x/2+(x/2)\coth(x/2)\ge1+x/2\), because \(y\coth y\ge1\). With \(Tx=Q/N\) this gives

\[
QS\ \ge\ T+Q\left(\frac1{C_d}+\frac1{2N}-|a|t\right).
\]

If the bracket is not negative, the swing never falls below the thermal value \(T\ln10\). If it is negative, the swing does fall below at small \(Q\), since the terms dropped are of order \(Q^2\). The threshold is

\[
t_{60}=\frac{1/C_d+1/2N}{|a|}, \tag{5}
\]

and (4) shows that \(t_{60}<t_c\). Within the uniform model there is thus a window of thickness with a steeper swing and no loop. As \(Q\to0\), however, \(QS\to T\): deep in the dilute regime the swing returns to the thermal value. This is the swing of density; a current would also involve the carrier velocity.

## Second derivation: growth of a small field disturbance

This route uses field equations and a law of motion instead of an energy. Let \(z\) run from the gate at \(z=0\) to the lower face of the ferroelectric at \(z=t\), and disturb a uniform state of charge \(Q\). Inside the ferroelectric the disturbance obeys

\[
E_z=(a+3bQ^2)D_z-\gamma\,\partial_x^2D_z+r\,\partial_\tau D_z,\qquad E_x=D_x/\varepsilon_x .
\]

Here \(\tau\) is time, \(\gamma>0\) measures the cost of lateral variation, \(r>0\) is a viscous resistance and \(\varepsilon_x\) is the in-plane permittivity. The other layers are taken to respond at once.

**The mode equation.** Take \(D_z=f(z)\cos(qx)\,e^{\sigma\tau}\). Without free charge, \(\partial_xD_x+\partial_zD_z=0\), which gives \(D_x=-(f'/q)\sin(qx)\,e^{\sigma\tau}\). The quasi-static field has no curl, so \(\partial_zE_x=\partial_xE_z\):

\[
-\frac{f''}{q\varepsilon_x}=-q\left(a+3bQ^2+\gamma q^2+r\sigma\right)f .
\]

This is \(f''=-k^2f\) with \(k^2=-\varepsilon_xq^2(a+3bQ^2+\gamma q^2+r\sigma)\). Solving for the growth rate,

\[
r\sigma=-\left[a+3bQ^2+\gamma q^2+\frac{k^2}{\varepsilon_xq^2}\right]. \tag{6}
\]

**The layers below.** Let \(\phi_c\) be the amplitude of the potential disturbance at the channel. The source pins the electrochemical potential, so the channel takes up charge \(C_q\phi_c\), in a local response. In a thick substrate of permittivity \(\varepsilon_s\) the potential decays as \(e^{-q\,\cdot\,\text{depth}}\) and carries displacement \(\varepsilon_sq\phi_c\). Just above the channel the displacement is therefore \(Y\phi_c\), with \(Y=C_q+\varepsilon_sq\).

At height \(\zeta\) above the channel, inside the dielectric, the solution of \(\phi''=q^2\phi\) with these starting values is

\[
\phi=\phi_c\left[\cosh q\zeta+\frac{Y}{\varepsilon_dq}\sinh q\zeta\right],\qquad
D_z=\varepsilon_d\frac{d\phi}{d\zeta}=\phi_c\left[Y\cosh q\zeta+\varepsilon_dq\sinh q\zeta\right].
\]

Their ratio at \(\zeta=t_d\) is the load seen by the ferroelectric:

\[
Z(q)=\frac{1+(Y/\varepsilon_dq)\tanh qt_d}{Y+\varepsilon_dq\tanh qt_d}. \tag{7}
\]

**Boundary conditions.** At the metal gate \(E_x=0\), so \(f'(0)=0\) and \(f=\cos kz\). At \(z=t\) the potential is \(Zf(t)\cos qx\), whose in-plane field is \(qZf(t)\sin qx\). Continuity of \(E_x\) gives \(-f'(t)=\varepsilon_xq^2Zf(t)\), that is

\[
k\tan kt=\varepsilon_xq^2Z(q). \tag{8}
\]

Multiplying \(f''=-k^2f\) by \(f^*\) and integrating by parts gives

\[
k^2\int_0^t|f|^2dz=\int_0^t|f'|^2dz+\varepsilon_xq^2Z|f(t)|^2>0 ,
\]

so \(k^2\) is real and positive. By (6) the fastest-growing mode has the smallest \(k\), which lies in \(0<kt<\pi/2\). Stability at wavevector \(q\) requires, for this root,

\[
a+3bQ^2+\gamma q^2+\frac{k^2}{\varepsilon_xq^2}>0. \tag{9}
\]

**Return to the uniform result.** Let \(q\to0\) at fixed \(Q>0\). Then \(Y\to C_q\) and \(\tanh qt_d\to qt_d\), so \(Z\to1/C_q+t_d/\varepsilon_d=1/C_q+1/C_d\). The right side of (8) vanishes, so \(k\tan kt\to k^2t\) and \(k^2/(\varepsilon_xq^2)\to Z/t\). Equation (6) becomes

\[
\sigma=-\frac1{rt}\left[t(a+3bQ^2)+\frac1{C_d}+\frac1{C_q}\right]=-\frac{S(Q)}{rt}.
\]

The disturbance decays if and only if \(S>0\), which is (1) again.

**A bound that the channel cannot remove.** Since \(k<\pi/2t\) for any positive load, (9) near \(Q=0\) requires, at every \(q\),

\[
|a|<\gamma q^2+\frac{\pi^2}{4t^2\varepsilon_xq^2}.
\]

The right side is smallest when its two terms are equal, and is then \((\pi/t)\sqrt{\gamma/\varepsilon_x}\). With the wall length \(\ell=\sqrt{\gamma/|a|}\), squaring gives the necessary condition

\[
\ell>\frac t\pi\sqrt{|a|\varepsilon_x}. \tag{10}
\]

Neither \(C_d\) nor \(C_q\) appears. The field of a short-period pattern can close inside the ferroelectric, so the layers below cannot hold it down. In particular, the divergence of \(1/C_q\) in an empty channel protects against uniform fluctuations, not against domains.

## Worked example

The parameters are rough values in the regime of a hafnium-zirconium-oxide film over monolayer MoS2 at 300 K. The film has remanent polarization \(P_r=17\) µC/cm² and coercive field \(E_c=1\) MV/cm. From \(E(P_r)=0\) one has \(b=|a|/P_r^2\). The turning point of \(E(D)\) is at \(P_r/\sqrt3\), where \(|E|=2|a|P_r/3\sqrt3\). Setting this equal to \(E_c\), in SI units,

\[
|a|=\frac{3\sqrt3\,(10^8)}{2(0.17)}=1.53\times10^9\ \text{m/F}.
\]

The interlayer is 2 nm thick with relative permittivity 10, so \(C_d=4.43\) µF/cm² and \(1/C_d=22.6\) m²/F. Mass 0.5 and degeneracy 4 give a degenerate quantum capacitance of 66.9 µF/cm², or \(1/N=1.5\) m²/F.

The minimum in (2) falls at \(1.03\times10^{13}\) cm⁻², close to \(NT=1.08\times10^{13}\) cm⁻². The channel there is neither dilute nor degenerate, with \(C_q=41.1\) µF/cm² and \(1/C_q=2.43\) m²/F. The term \(3bQ_c^2\) lowers \(|a|\) by about 3%, to \(1.485\times10^9\) m/F, so

\[
t_c=\frac{22.6+2.43}{1.485\times10^9}\ \text{m}\approx16.9\ \text{nm}.
\]

Without quantum capacitance and the quartic term the estimate is 14.8 nm, and the bound (4) is 15.8 nm. Equation (5) gives \(t_{60}=15.3\) nm, so the window is 1.6 nm wide.

**Inside the window.** At \(t=16\) nm the smallest swing is 41 mV per decade, at \(7.0\times10^{12}\) cm⁻². At \(10^{11}\) cm⁻² it is 59.1 mV, almost the thermal 59.5 mV. Going from \(10^{11}\) to \(10^{13}\) cm⁻² takes 106 mV, against 490 mV with the ferroelectric removed and all else fixed. Most of this saving is cancellation of the interlayer's voltage drop: the average over the two decades, 53 mV per decade, is only a little below the thermal value.

**Above the window.** At \(t=18\) nm the states from \(4.0\times10^{12}\) to \(2.1\times10^{13}\) cm⁻² are unstable. The folds of (3) predict a loop 31.0 mV wide. Following the local minima of \(G\) up and down in voltage, with the channel energy summed over individual \(k\) states, also gives 31.0 mV.

**Domains.** For the 16 nm film and an in-plane relative permittivity of 30, (10) demands \(\ell>3.2\) nm. Solving (8) and (9) with a substrate of relative permittivity 3.9 raises the demand to 3.5 nm for an empty channel and 4.9 nm at \(1.03\times10^{13}\) cm⁻². If \(\ell\) is about 0.3 nm, an assumed value of atomic size, the film is unstable at that density although \(S=1.26\) m²/F is positive. The fastest-growing pattern has a period of 9 nm, and the left side of (9) is then \(-0.88|a|\).

With that wall length, (10) allows at most 1.5 nm of ferroelectric, far below \(t_{60}\) for this interlayer. To bring \(t_{60}\) down to 1.48 nm at fixed \(|a|\) and \(N\), (5) requires \(1/C_d=2.26-0.75=1.51\) m²/F. That is an interlayer of about 66 µF/cm², fifteen times the present value. At relative permittivity 10 it would be only 0.13 nm thick, less than an atomic layer, so it is not a practical remedy. Since (10) is only a necessary condition, it would not guarantee stability either.

## Comparison with a real device

One assumption that matters greatly for a real film is lateral uniformity. Within this model and for the assumed wall length, the uniform states that give the steep swing between \(t_{60}\) and \(t_c\) are unstable to domains. The value of \(|a|\) is uncertain as well: if a measured loop switches through domains, its coercive field lies below the uniform turning point, and \(|a|\) is underestimated, so that \(t_c\) is overestimated. As a measure of the sensitivity, at fixed \(b\) a value of \(|a|\) 10% larger lowers \(t_c\) by 1.6 nm, about the width of the window, and a value 10% smaller raises it by 1.9 nm. The form of the law matters even more, because \(P_r\) and \(E_c\) do not fix the slope of \(E(D)\) near \(D=0\). If the same cubic is written in the polarization \(P\), with \(D=\varepsilon_bE+P\), the loop keeps its \(P_r\) and \(E_c\), but the slope at the origin has magnitude \(|a|/(1-\varepsilon_b|a|)\). Then \(t_c\) drops to 14.8 nm for a relative background permittivity of 10 and to 10.6 nm for 30.

Other omissions have the following sizes.

- A vacuum-like gap of 0.1 nm between oxide and monolayer adds 7.6 nm to \(t_c\). The interlayer capacitance must therefore include any van der Waals gap.
- First-order exchange between the channel electrons, with a bare Coulomb interaction at the mean relative permittivity 6.95 of interlayer and substrate, contributes \(-2.9\) m²/F to the inverse capacitance at \(Q_c\), larger in size than the ideal \(1/C_q\). At the charge \(Q_c\) it lowers the ratio in (2) by about 1.9 nm, nearly the whole difference between 16.9 and 14.8 nm. With the minimum free to move, \(t_c\) falls by 2.0 nm, while \(t_{60}\) falls by 2.9 nm. The monolayer also screens the interaction in its own plane. With a screening length of about 4 nm the exchange term shrinks to \(-2.1\) m²/F, below \(1/C_q\) in size, and the two shifts become 1.5 and 2.3 nm. In both cases the window widens to about 2.4 nm. These estimates leave out correlation and screening by the gate.
- Heating the channel alone to 400 K raises \(t_c\) by 0.3 nm; the change of \(a\) with temperature is left out. At 300 K and charge \(Q_c\), upper valleys of degeneracy 12 and mass 0.7, assumed to lie 0.2 eV higher, add about 0.3% to \(C_q\) (0.5% at fixed chemical potential). Their share grows with density and depends exponentially on the gap: at 0.1 eV it is about 11%, which lowers \(t_c\) by less than 0.2 nm.
- The interlayer field is 1.9 MV/cm at \(Q_c\) and 3.6 MV/cm at \(2\times10^{13}\) cm⁻², below a rough breakdown field of 5 MV/cm or more for a good thin oxide. The upward jump of the 18 nm loop, however, ends near \(3.2\times10^{13}\) cm⁻², where the field is 5.7 MV/cm, so a real interlayer may break down before the full loop is traced.
- For a 2 eV barrier and a tunnelling mass of 0.2, the exponential tunnelling factor of the interlayer is about \(4\times10^{-6}\). The prefactor, left out here, can raise or lower the transmission severalfold. At an attempt rate of 1 eV/\(h\) the crossing time is therefore of the order of 1 ns. If states at the ferroelectric interface can hold the charge that crosses, \(D\) is no longer continuous there and (1) does not apply as written.

## What each derivation assumes

Both derivations rest on a mean-field Landau law, an ideal parabolic band in equilibrium with the source, and no trapped charge.

The energy argument adds lateral uniformity. In return it needs no particular law of motion, provided that the motion lowers \(G\), and it treats finite changes of \(Q\). It therefore gives the number of states at each voltage, the critical thickness and the loop width.

The field argument adds a viscous law, a local channel response and a laterally unlimited stack, and it is restricted to small disturbances. It gives growth rates and covers every wavelength long enough for a continuum description, but it does not say where an unstable state ends up. The two agree at \(q\to0\), where their assumptions overlap. At finite \(q\) only the second applies, and there a film that satisfies (1) can still fail. The numerical output below lists most of the values used here.

## Calculated quantities

```
temperature 300 K, kT/e 25.85 mV
channel mass 0.5 m_e, degeneracy 4
remanent polarization 17.0 uC/cm2
coercive field 1.00 MV/cm
Landau |a| 1.528e+09 m/F
Landau b 5.288e+10 m^5/(F C^2)
interlayer 2.0 nm, rel. permittivity 10.0
substrate rel. permittivity 3.9
ferroelectric in-plane rel. permittivity 30
interlayer capacitance 4.43 uF/cm2
degenerate quantum capacitance 66.9 uF/cm2
thermal density N kT 1.080e+13 cm^-2
t_c without quantum capacitance 14.78 nm
t_c lower bound, degenerate Cq 15.76 nm
t_60, onset of swing below limit 15.27 nm
t_c full 16.85 nm
window t_c - t_60 1.58 nm
density at first instability 1.029e+13 cm^-2
charge at first instability 1.649 uC/cm2
quantum capacitance there 41.1 uF/cm2
device thickness 16.0 nm
S at that density, device 1.258 m2/F
thermal swing limit 59.53 mV/decade
device swing at 1e11 cm^-2 59.11 mV/decade
device smallest swing 40.99 mV/decade
density at smallest swing 7.001e+12 cm^-2
V for 1e11 to 1e13 cm^-2, device 105.7 mV
V for same, no ferroelectric 490.1 mV
loop example thickness 18.0 nm
unstable from 4.025e+12 cm^-2
unstable up to 2.080e+13 cm^-2
loop width from folds 31.01 mV
loop width from energy sweep 31.00 mV
wall length bound, device 3.24 nm
wall length needed, empty channel 3.47 nm
wall length needed, density above 4.89 nm
rough wall length assumed 0.30 nm
fastest domain period 9.0 nm
its stiffness / |a| -0.882
thickness ceiling for that wall 1.48 nm
exchange part of 1/C -2.87 m2/F
ideal 1/Cq 2.43 m2/F
t_c shift by exchange -1.93 nm
t_c shift by 0.1 nm vacuum gap 7.58 nm
t_c shift at 400 K, channel only 0.32 nm
t_c shift for |a| down 10%, same b 1.93 nm
upper valleys: gap 0.2 eV, g 12, mass 0.7
upper-valley share added to Cq 0.48 %
interlayer field at first instability 1.86 MV/cm
interlayer field at 2e13 cm^-2 3.62 MV/cm
tunnel barrier 2.0 eV, mass 0.2 m_e
interlayer transmission 4.4e-06
escape time at attempt rate 1 eV/h 0.94 ns
```
